# When nucleation at a nanowire droplet's triple line has the lower barrier, part 1

(Sections cited here and not found follow in the second part.)

## The energy of a step wall at the triple line

Let a nanowire of circular cross-section, radius $R$, have vertical sidewalls and a flat horizontal top. A liquid droplet covers the whole top. The circle where solid, liquid and vapour meet is the triple line, and it coincides with the top edge of the wire. The contact angle $\beta$ is measured through the liquid, from the top plane to the liquid surface, and $90^\circ\le\beta<180^\circ$, so the droplet is at least a hemisphere. Gravity is neglected. The undisturbed liquid surface is then part of a sphere, of radius

$$
\rho=\frac{R}{\sin\beta}.
$$

The wire grows by whole layers of height $h$. A new layer starts as a nucleus, a flat island with vertical walls. Three energies per unit area enter: $\gamma_{LV}$ for the liquid surface, $\gamma_{SL}>0$ for a vertical nucleus wall against the liquid, and $\gamma_{SV}$ for a vertical nucleus wall against the vapour. The last two belong to the walls and not to the horizontal top facet. The energy of the top facet drops out, because an island of area $A$ covers an area $A$ of solid-liquid interface and offers an equal area of the same facet in its place.

Two sites are compared. An inner nucleus is surrounded by liquid on all sides. A nucleus at the triple line has part of its outline, of length $s$, on the edge of the wire. There its wall continues the sidewall upwards and faces the vapour, and the triple line has been lifted to the top of that wall. The claim is that the triple-line site has the lower nucleation barrier if and only if

$$
\gamma_{SV}<\gamma_{SL}+\gamma_{LV}\sin\beta .
$$

This holds to first order in $h$, with an edge energy that does not depend on direction, with the same supersaturation at both sites, and with a wire wide enough to hold the inner critical nucleus. The word "favoured" will mean a lower barrier. The total rate also depends on how many sites there are of each kind, which is a separate matter.

The term with $\sin\beta$ comes from the liquid surface, whose area changes when part of its boundary is lifted. To find the change, describe the surface by points $\mathbf X(u,v)$ and displace each point by a small vector $\boldsymbol\xi(u,v)$. With $\mathbf X_i$ the derivative with respect to the $i$-th parameter, $g_{ij}=\mathbf X_i\cdot\mathbf X_j$ the metric, $g$ its determinant and $g^{ij}$ its inverse, the area element is $\sqrt g\,du\,dv$. Its first-order change is

$$
\delta\sqrt g=\tfrac12\sqrt g\,g^{ij}\,\delta g_{ij}
=\sqrt g\,g^{ij}\,\mathbf X_i\cdot\boldsymbol\xi_j
\equiv\sqrt g\;\nabla_S\cdot\boldsymbol\xi ,
$$

where repeated indices are summed. The second equality uses $\delta g_{ij}=\mathbf X_i\cdot\boldsymbol\xi_j+\boldsymbol\xi_i\cdot\mathbf X_j$ and the symmetry of $g^{ij}$. The last expression defines the surface divergence.

Now split the displacement into a tangential part and a part along the unit normal $\mathbf n$ that points out of the liquid, $\boldsymbol\xi=\boldsymbol\xi_t+\xi_n\mathbf n$. When the product $\xi_n\mathbf n$ is differentiated, the term containing the gradient of $\xi_n$ is multiplied by $\mathbf X_i\cdot\mathbf n=0$. Hence

$$
\nabla_S\cdot\boldsymbol\xi=\nabla_S\cdot\boldsymbol\xi_t+\xi_n\,\nabla_S\cdot\mathbf n .
$$

On a sphere centred at the origin $\mathbf n=\mathbf X/\rho$, and $\nabla_S\cdot\mathbf X=g^{ij}g_{ij}=2$, so $\nabla_S\cdot\mathbf n=2/\rho$. The divergence theorem on the surface turns the tangential term into an integral along the boundary:

$$
\delta A_{LV}=\frac{2}{\rho}\int\xi_n\,dA+\oint\boldsymbol\nu\cdot\boldsymbol\xi\,dl .
$$

Here $\boldsymbol\nu$ is the outward conormal, the unit vector that is tangent to the liquid surface, perpendicular to its boundary, and directed away from the surface.

The first integral is a volume. When the triple line moves up by $\zeta$, it moves along the vertical cylinder $r=R$, and the region between the old and new liquid surfaces has the signed volume $\int\xi_n\,dA$ to first order. This is the change $\delta V$ in the total volume of liquid plus nucleus.

The second integral needs the direction of $\boldsymbol\nu$. In radial and vertical components, the direction from the triple line into the liquid surface is $(-\cos\beta,\sin\beta)$: for $\beta=90^\circ$ it points straight up, and for larger $\beta$ it leans outwards. The conormal is its opposite,

$$
\boldsymbol\nu=(\cos\beta,\,-\sin\beta),
$$

and a lift $\boldsymbol\xi=(0,\zeta)$ gives $\boldsymbol\nu\cdot\boldsymbol\xi=-\zeta\sin\beta$. Therefore

$$
\delta A_{LV}=\frac{2\sin\beta}{R}\,\delta V-\sin\beta\oint\zeta\,dl .
$$

The shape of the displacement away from the boundary has disappeared. To first order, every surface with the same lifted boundary and the same volume has the same area, so the relaxed surface has it too. A numerical test integrated the area of deformed surfaces of fixed volume for $\beta=90^\circ$, $115^\circ$ and $145^\circ$, once with a uniform lift and once with a lift concentrated on part of the circle. With lifts of $\pm10^{-3}R$, the slopes agreed with $-\sin\beta\oint\zeta\,dl$ to a relative error of at most $1.6\times10^{-7}$.

A complete layer gives a simple check by hand. Put $t=\tan(\beta/2)$. A spherical cap on a base of radius $R$ has height $Rt$, and

$$
V=\frac{\pi R^3}{6}(3t+t^3),\qquad A_{LV}=\pi R^2(1+t^2).
$$

Dividing the derivatives with respect to $t$,

$$
\frac{dA_{LV}}{dV}=\frac{2\pi R^2t}{\tfrac12\pi R^3(1+t^2)}
=\frac{4t}{R(1+t^2)}=\frac{2\sin\beta}{R}.
$$

If a layer of volume $\pi R^2h$ forms out of the liquid, the cap above the new top has lost that volume. Its area changes by $-(2\sin\beta/R)\,\pi R^2h=-2\pi Rh\sin\beta$, which is the general law with $\zeta=h$ around the whole circle.

The interfaces can now be counted. Let the outline of a nucleus consist of a length $L$ inside the liquid and a length $s$ on the edge of the wire. Suppose first that the solid takes up the same volume as the material it removes from the liquid, so that $\delta V=0$. An inner nucleus then leaves the liquid surface where it was, and costs $h\gamma_{SL}$ per length of outline. A nucleus at the triple line costs

$$
h\left[\gamma_{SL}L+\gamma_{SV}s-\gamma_{LV}s\sin\beta\right]
=h\left[\gamma_{SL}L+\Gamma s\right],
\qquad \Gamma=\gamma_{SV}-\gamma_{LV}\sin\beta .
$$

The quantity $\Gamma$ is an effective wall energy. It combines the new solid-vapour wall with the liquid surface that is saved, and it may be negative, although $\gamma_{SV}$ itself is positive. For a nucleus of the same shape and size placed inside the liquid, the whole outline $L+s$ costs $h\gamma_{SL}$ per length. The difference in energy is

$$
G_{\rm line}-G_{\rm inner}
=hs\left(\gamma_{SV}-\gamma_{SL}-\gamma_{LV}\sin\beta\right).
$$

Its sign is that of the stated inequality. The saving in liquid surface is largest at $\beta=90^\circ$, where the liquid surface is vertical and a lift $h$ removes a strip of full height $h$. As $\beta$ approaches $180^\circ$ the surface leaves the edge almost horizontally, and a lift saves little area.

If the volume of liquid plus nucleus does change, the additional energy is $(2\gamma_{LV}\sin\beta/R)\,\delta V$. This is the Laplace pressure times the volume change. It is the same at both sites for the same amount of solid, so it belongs in the common driving energy and does not alter the comparison of wall energies.

The inequality has a second meaning. Let the whole triple line move down the sidewall by $d$, with the solid unchanged and the liquid volume fixed. An area $2\pi Rd$ of sidewall passes from vapour to liquid, and the liquid surface grows by $2\pi Rd\sin\beta$. If the sidewall has the same energies as the nucleus wall, the cost is

$$
\Delta F=2\pi Rd\left(\gamma_{SL}-\gamma_{SV}+\gamma_{LV}\sin\beta\right).
$$

It is positive under the same condition. In this model, a droplet that resists a small slide down the sidewall is therefore also one for which the triple line is the site of lower barrier. The argument needs $\beta\ge90^\circ$, so that after the slide there is room for the liquid surface outside the sidewall. The link is lost if the sidewall and the fresh nucleus wall have different energies, for instance because the sidewall has been chemically altered, or if the droplet is held in place by pinning.

Everything so far is of first order in $h$. A real nucleus lifts the triple line abruptly at its two ends, and the liquid surface must bend there. The cost can be estimated on distances much smaller than $R$, where the liquid surface is nearly a half-plane. Let $x$ run along the triple line and $y\ge0$ away from it within the surface. At the triple line the normal is $\mathbf n=(\sin\beta,\cos\beta)$, so a lift $h$ has the normal component $h\cos\beta$. A small normal displacement $f(x,y)$ adds the area $\frac12\int|\nabla f|^2dx\,dy$. The minimum satisfies Laplace's equation, so each Fourier component $\eta_k$ of the boundary displacement decays as $e^{-|k|y}$. Its energy follows from

$$
\frac12\int_0^\infty\left(k^2+k^2\right)e^{-2|k|y}\,dy=\frac{|k|}{2},
\qquad
E=\frac{\gamma_{LV}}{2}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,|k|\,|\eta_k|^2 .
$$

Take a lifted stretch of length $s$ whose ends are smoothed, the slope at each end being a Lorentzian of full width $w$ at half height. Its spectrum is $|\eta_k|^2=4h^2\cos^2\!\beta\,\sin^2(ks/2)\,e^{-|k|w}/k^2$. With $2\sin^2(ks/2)=1-\cos ks$,

$$
E=\frac{\gamma_{LV}h^2\cos^2\!\beta}{\pi}\,J(s),\qquad
J(s)=\int_0^\infty\frac{1-\cos ks}{k}\,e^{-kw}\,dk .
$$

Differentiation gives $J'(s)=\int_0^\infty\sin(ks)\,e^{-kw}dk=s/(s^2+w^2)$. Since $J(0)=0$, integration gives $J=\frac12\ln(1+s^2/w^2)$, and

$$
E=\frac{\gamma_{LV}(h\cos\beta)^2}{2\pi}\,\ln\!\left(1+\frac{s^2}{w^2}\right).
$$

With $w$ of the order of $h$, the ratio of this energy to the first-order terms, which are proportional to $hs$, is of order $(h/s)\ln(s/h)$. It vanishes as $h/s\to0$, which justifies the first-order count for contacts much longer than a layer height. For a nucleus only a few layer heights long it is a correction that has to be evaluated. At $\beta=90^\circ$ it is zero, because the lift then moves the boundary within the plane of the liquid surface.

To first order in $h$, a nucleus of given shape and size costs less energy at the triple line than inside the liquid exactly when $\gamma_{SV}<\gamma_{SL}+\gamma_{LV}\sin\beta$. It remains to prove that the same inequality decides which site has the lower nucleation barrier, and to find how large the reduction is.
